# Linear interpolation of a turning O2 molecule and its pair-distance repair: a numerical check

```python
"""
Result under test: an O2 molecule with bond length d turns by theta about its
centre. Linear Cartesian interpolation at fraction s gives the bond length
    d*sqrt(cos(theta/2)^2 + (2s-1)^2*sin(theta/2)^2),
hence d*cos(theta/2) halfway. Descent on the pair-distance misfit
    S = sum (rho-target)^2/rho^4
restores d for the isolated pair, keeping its centre and direction.
rho: actual pair distance; target: linearly interpolated pair distance.
Geometry is in angstrom, energies are in eV unless a name ends in _au.
"""
import os
for variable in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS',
                 'MKL_NUM_THREADS'):
    os.environ[variable] = '1'      # must be set before numpy is loaded
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, dft, lib
from pyscf.data import elements

lib.num_threads(1)
HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
NO_HOST = np.zeros((0, 3))


def molecule_at(d, angle):
    """Two atoms, centred at the origin, bond in the xy plane."""
    half = 0.5 * d * np.array([np.cos(angle), np.sin(angle), 0.0])
    return np.array([half, -half])


def bond(atoms):
    return np.linalg.norm(atoms[0] - atoms[1])


def distances(atoms, host):
    to_host = np.linalg.norm(atoms[:, None] - host[None], axis=2)
    return np.concatenate([[bond(atoms)], to_host.ravel()])


def misfit(atoms, host, target, power):
    rho = distances(atoms, host)
    return np.sum((rho - target)**2 / rho**power)


def misfit_gradient(atoms, host, target, power):
    rho = distances(atoms, host)
    slope = (2 * (rho - target) / rho**power
             - power * (rho - target)**2 / rho**(power + 1))
    pull = slope[0] * (atoms[0] - atoms[1]) / rho[0]
    grad = np.array([pull, -pull])
    vectors = atoms[:, None] - host[None]
    factors = (slope[1:] / rho[1:]).reshape(2, len(host))
    return grad + np.sum(factors[:, :, None] * vectors, axis=1)


def repair(first, last, s, host=NO_HOST, power=4):
    """Small downhill steps from the linear image to the misfit minimum."""
    atoms = (1 - s) * first + s * last
    target = (1 - s) * distances(first, host) + s * distances(last, host)
    step = 0.3 if power == 4 else 0.1     # equal weights are stiffer
    for _ in range(10000):
        grad = misfit_gradient(atoms, host, target, power)
        if np.max(np.abs(grad)) < 1e-8:
            return atoms
        move = -step * grad
        atoms = atoms + move * min(1.0, 0.02 / np.linalg.norm(move))
    raise AssertionError('pair-distance descent did not converge')


# Length and angle laws against explicit coordinates in random 3D frames,
# with a translation of the centre added.
rng = np.random.default_rng(4)
for theta in np.radians([15, 60, 90, 140, 175]):
    frame = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    first = molecule_at(1.3, 0.0) @ frame.T
    last = molecule_at(1.3, theta) @ frame.T + rng.normal(size=3)
    for s in (0.1, 0.35, 0.5, 0.8):
        image = (1 - s) * first + s * last
        law = 1.3 * np.sqrt(np.cos(theta / 2)**2
                            + (2 * s - 1)**2 * np.sin(theta / 2)**2)
        assert abs(bond(image) - law) < 1e-12
        cosine = np.dot(image[0] - image[1], first[0] - first[1])
        turned = np.arccos(cosine / (bond(image) * bond(first)))
        angle_law = theta / 2 + np.arctan((2 * s - 1) * np.tan(theta / 2))
        assert abs(turned - angle_law) < 1e-7
    halfway = bond(0.5 * (first + last))
    assert abs(halfway - 1.3 * np.cos(theta / 2)) < 1e-12


# Electronic energies of triplet O2.
def solve(atoms, method, guess=None, basis='def2-svp'):
    mol = gto.M(atom=[('O', tuple(p)) for p in atoms], basis=basis,
                spin=2, unit='Angstrom', verbose=0)
    if method == 'PBE':
        mf = dft.UKS(mol)
        mf.xc = 'pbe'
        mf.grids.atom_grid = {'O': (50, 194)}
    else:
        mf = scf.UHF(mol)
    mf.conv_tol = 1e-8
    energy = mf.kernel(dm0=guess) * HARTREE
    assert mf.converged
    assert abs(mf.spin_square()[0] - 2.0) < 0.1
    return energy, mf.make_rdm1()


def on_z(length):
    return np.array([[0, 0, length / 2], [0, 0, -length / 2]])


turns_deg = np.array([30, 60, 90])
turns = np.radians(turns_deg)


def bond_curve(method, centre):
    """Equilibrium bond, force constant and energy rise at each midpoint."""
    offsets = np.array([0.08, 0.04, 0.0, -0.04, -0.08])
    energies, density = [], None
    for offset in offsets:
        energy, density = solve(on_z(centre + offset), method, density)
        energies.append(energy)
    base = energies[2]
    curve = np.poly1d(np.polyfit(offsets, np.array(energies) - base, 4))
    roots = curve.deriv().roots
    real_roots = roots[np.abs(roots.imag) < 1e-9].real
    shift = real_roots[np.argmin(np.abs(real_roots))]
    assert abs(shift) < 0.08
    d = centre + shift
    stiffness = curve.deriv(2)(shift)
    bottom, density = solve(on_z(d), method, density)
    assert abs(bottom - base - curve(shift)) < 2e-3
    rises = []
    for theta in turns:
        length = bond(0.5 * (molecule_at(d, 0) + molecule_at(d, theta)))
        energy, density = solve(on_z(length), method, density)
        rises.append(energy - bottom)
    return d, stiffness, np.array(rises)


d, stiffness, rises = bond_curve('PBE', 1.22)
d_uhf, stiffness_uhf, rises_uhf = bond_curve('UHF', 1.16)
small_angle = stiffness * d**2 * turns**4 / 128
ratios = rises / small_angle
assert 1.0 < ratios[0] < 1.3        # anharmonic repulsion adds to the estimate
assert ratios[0] < ratios[1] < ratios[2]

# Basis effect on the 60 degree rise, at the same two geometries.
short_uhf = bond(0.5 * (molecule_at(d_uhf, 0) + molecule_at(d_uhf, turns[1])))
large_basis_rise = (solve(on_z(short_uhf), 'UHF', basis='def2-tzvp')[0]
                    - solve(on_z(d_uhf), 'UHF', basis='def2-tzvp')[0])

# Analytic misfit gradient against central differences.
radii = np.array([3.4, 3.6, 3.7, 3.5, 3.6, 3.6])
axes = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                 [0, -1, 0], [0, 0, 1], [0, 0, -1]])
host = radii[:, None] * axes
trial = molecule_at(1.1, 0.4) + 0.05 * rng.normal(size=(2, 3))
goal = distances(molecule_at(d, 0.9), host)
for power in (0, 4):
    numeric = np.zeros((2, 3))
    for index in np.ndindex(2, 3):
        shift = np.zeros((2, 3))
        shift[index] = 1e-5
        numeric[index] = (misfit(trial + shift, host, goal, power)
                          - misfit(trial - shift, host, goal, power)) / 2e-5
    analytic = misfit_gradient(trial, host, goal, power)
    assert np.max(np.abs(numeric - analytic)) < 1e-7

# Isolated pair: descent restores length and keeps centre and direction.
for theta in np.radians([30, 60, 90, 150]):
    first, last = molecule_at(d, 0.2), molecule_at(d, 0.2 + theta)
    for s in (0.25, 0.5, 0.8):
        linear = (1 - s) * first + s * last
        fixed = repair(first, last, s)
        assert abs(bond(fixed) - d) < 1e-7
        assert np.max(np.abs(fixed.mean(axis=0))) < 1e-10
        direction_change = ((fixed[0] - fixed[1]) / bond(fixed)
                            - (linear[0] - linear[1]) / bond(linear))
        assert np.max(np.abs(direction_change)) < 1e-9

# The one-pair misfit has a maximum at twice the target distance.
scan = np.linspace(d, 4 * d, 3001)
values = [misfit(on_z(x), NO_HOST, np.array([d]), 4) for x in scan]
top = scan[np.argmax(values)]
assert abs(top - 2 * d) < 0.003

# Half turn and exchange of the two identical atoms.
start = molecule_at(d, 0)
assert bond(0.5 * (start + molecule_at(d, np.pi))) < 1e-12
end_120 = molecule_at(d, np.radians(120))
kept_labels = bond(0.5 * (start + end_120))
swapped_labels = bond(0.5 * (start + end_120[::-1]))
assert abs(swapped_labels - d * np.cos(np.radians(30))) < 1e-12
best_factors = []
for theta in np.radians(np.arange(0, 181)):
    end = molecule_at(d, theta)
    best_factors.append(max(bond(0.5 * (start + end)),
                            bond(0.5 * (start + end[::-1]))) / d)
worst_angle = int(np.argmin(best_factors))
assert worst_angle == 90

# The main 60 degree turn; free-molecule energy at the repaired midpoint.
theta = np.radians(60)
first = molecule_at(d, np.radians(20))
last = molecule_at(d, np.radians(20) + theta)
linear_mid = 0.5 * (first + last)
fixed_mid = repair(first, last, 0.5)
energy_first = solve(first, 'UHF')[0]
energy_fixed = solve(fixed_mid, 'UHF')[0]
repaired_rise = energy_fixed - energy_first
assert abs(repaired_rise) < 1e-4
shortening = d - bond(linear_mid)

# Host sites make the pair-distance targets conflict.
host_mid = repair(first, last, 0.5, host, 4)
equal_mid = repair(first, last, 0.5, host, 0)
host_error = bond(host_mid) - d
equal_error = bond(equal_mid) - d
host_shift = np.linalg.norm(host_mid.mean(axis=0))
assert abs(host_error) < 0.1 * shortening
assert equal_error < 0 and abs(equal_error) > 5 * abs(host_error)

# Sizes of vibration and rotation left out of the rigid picture.
temperature = 1273.0
thermal = const.k * temperature / const.e
reduced_mass_au = elements.MASSES[8] / 2 * const.atomic_mass / const.m_e
stiffness_au = stiffness / HARTREE * BOHR**2
omega_au = np.sqrt(stiffness_au / reduced_mass_au)
half_ratio = omega_au * HARTREE / (2 * thermal)
vibration = BOHR * np.sqrt(1 / (2 * reduced_mass_au * omega_au
                                * np.tanh(half_ratio)))
rotation = HARTREE / (2 * reduced_mass_au * (d / BOHR)**2)
assert vibration < shortening and rotation < 0.01 * thermal

print('Free triplet O2, def2-SVP basis unless stated')
print(f'PBE bond length d: {d:.4f} angstrom')
print(f'PBE force constant k: {stiffness:.1f} eV/angstrom^2')
print(f'UHF bond length: {d_uhf:.4f} angstrom')
print(f'UHF force constant: {stiffness_uhf:.1f} eV/angstrom^2')
print('Linear midpoint: each method uses its own bond length')
for i, degrees in enumerate(turns_deg):
    length = bond(0.5 * (start + molecule_at(d, turns[i])))
    print(f'turn {degrees} deg: factor {length / d:.4f}, '
          f'PBE bond {length:.4f} angstrom')
    print(f'  energy rise: PBE {rises[i]:.3f} eV, UHF {rises_uhf[i]:.3f} eV')
    print(f'  small-angle estimate (PBE k, d): {small_angle[i]:.3f} eV')
print(f'60 deg rise, UHF/def2-TZVP at the UHF/def2-SVP geometries: '
      f'{large_basis_rise:.3f} eV')
print('Main example: 60 deg turn, PBE bond length')
print(f'linear midpoint bond: {bond(linear_mid):.4f} angstrom '
      f'= {bond(linear_mid) / BOHR:.4f} bohr')
print(f'midpoint shortening: {shortening:.4f} angstrom')
print(f'repaired isolated midpoint bond: {bond(fixed_mid):.4f} angstrom')
print(f'repaired minus start energy, UHF: {abs(repaired_rise):.6f} eV '
      '(magnitude)')
for s in (0.25, 0.5, 0.75):
    linear = (1 - s) * first + s * last
    fixed = repair(first, last, s)
    cosine = np.dot(fixed[0] - fixed[1], first[0] - first[1])
    turned = np.degrees(np.arccos(cosine / (bond(fixed) * d)))
    print(f's={s:.2f}: linear bond {bond(linear):.4f} angstrom, '
          f'repaired angle {turned:.2f} deg')
print(f'one-pair misfit maximum: {top / d:.3f} d')
print(f'120 deg turn, labels kept: {kept_labels:.4f} angstrom')
print(f'120 deg turn, labels swapped: {swapped_labels:.4f} angstrom')
print(f'worst turn after best labelling: {worst_angle} deg, '
      f'factor {min(best_factors):.4f}')
print('Model void: six fixed sites; start bond at 20 deg from +x')
print('site distances +x,-x,+y,-y,+z,-z: '
      + ', '.join(f'{r:.1f}' for r in radii) + ' angstrom')
print(f'bond error, inverse-fourth weights: {host_error:.5f} angstrom')
print(f'centre shift, same weights: {host_shift:.5f} angstrom')
print(f'bond error, equal weights: {equal_error:.5f} angstrom')
print(f'harmonic cost of equal-weight error: '
      f'{0.5 * stiffness * equal_error**2:.3f} eV')
print(f'oxidation temperature (rough): {temperature:.0f} K')
print(f'thermal energy kT: {thermal:.4f} eV')
print(f'rms bond vibration, harmonic: {vibration:.4f} angstrom')
print(f'rotational constant: {rotation:.6f} eV')
print('all tests passed')
```

Printed output:

```
Free triplet O2, def2-SVP basis unless stated
PBE bond length d: 1.2136 angstrom
PBE force constant k: 76.4 eV/angstrom^2
UHF bond length: 1.1534 angstrom
UHF force constant: 123.5 eV/angstrom^2
Linear midpoint: each method uses its own bond length
turn 30 deg: factor 0.9659, PBE bond 1.1722 angstrom
  energy rise: PBE 0.073 eV, UHF 0.105 eV
  small-angle estimate (PBE k, d): 0.066 eV
turn 60 deg: factor 0.8660, PBE bond 1.0510 angstrom
  energy rise: PBE 1.555 eV, UHF 2.174 eV
  small-angle estimate (PBE k, d): 1.057 eV
turn 90 deg: factor 0.7071, PBE bond 0.8581 angstrom
  energy rise: PBE 13.224 eV, UHF 17.377 eV
  small-angle estimate (PBE k, d): 5.349 eV
60 deg rise, UHF/def2-TZVP at the UHF/def2-SVP geometries: 2.125 eV
Main example: 60 deg turn, PBE bond length
linear midpoint bond: 1.0510 angstrom = 1.9861 bohr
midpoint shortening: 0.1626 angstrom
repaired isolated midpoint bond: 1.2136 angstrom
repaired minus start energy, UHF: 0.000000 eV (magnitude)
s=0.25: linear bond 1.0939 angstrom, repaired angle 13.90 deg
s=0.50: linear bond 1.0510 angstrom, repaired angle 30.00 deg
s=0.75: linear bond 1.0939 angstrom, repaired angle 46.10 deg
one-pair misfit maximum: 2.000 d
120 deg turn, labels kept: 0.6068 angstrom
120 deg turn, labels swapped: 1.0510 angstrom
worst turn after best labelling: 90 deg, factor 0.7071
Model void: six fixed sites; start bond at 20 deg from +x
site distances +x,-x,+y,-y,+z,-z: 3.4, 3.6, 3.7, 3.5, 3.6, 3.6 angstrom
bond error, inverse-fourth weights: -0.00220 angstrom
centre shift, same weights: 0.00538 angstrom
bond error, equal weights: -0.07747 angstrom
harmonic cost of equal-weight error: 0.229 eV
oxidation temperature (rough): 1273 K
thermal energy kT: 0.1097 eV
rms bond vibration, harmonic: 0.0426 angstrom
rotational constant: 0.000177 eV
all tests passed
```
